\section*{Why a thin insulating interlayer has an optimum thickness in metal–semiconductor contacts}

\section*{Question}

An insulator placed between a metal and an n-type semiconductor puts a tunnel barrier in the path of the current. Why can it nevertheless lower the contact resistance, under what conditions does it do so, and at what thickness is the benefit greatest?

\section*{Answer}

\subsection*{Which states pin the Fermi level}

Let $\phi$ be the height of the semiconductor conduction-band edge at the interface above the Fermi level, as an energy. Without gap states it would have the value $\phi_\infty$, set by the metal work function. Gap states at the semiconductor surface are neutral when the Fermi level sits at their neutrality level, that is when $\phi=\phi_0$. Take $\phi_0>\phi_\infty$, and let the states have a density $D$ per area and energy, uniform in energy.

If $\phi<\phi_0$, states above the neutrality level are filled and carry the charge per area $-qD(\phi_0-\phi)$, with $q>0$. The opposite charge sits on the metal. Between them lie a bare dipole gap $\delta$ with permittivity $\varepsilon_0$ and the interlayer of thickness $t$ and permittivity $\varepsilon_i$. The dipole raises the electron energy on the semiconductor side. Neglecting depletion charge for now,
\begin{equation}
\phi=\phi_\infty+a(\phi_0-\phi),\qquad a=q^2D\left(\frac{\delta}{\varepsilon_0}+\frac{t}{\varepsilon_i}\right).
\end{equation}
Collecting $\phi$ on the left gives $(1+a)\phi=\phi_\infty+a\phi_0$, or
\begin{equation}
\phi=\phi_\infty+\Delta\frac{a}{1+a},\qquad \Delta=\phi_0-\phi_\infty,\qquad S\equiv\frac{\partial\phi}{\partial\phi_\infty}=\frac1{1+a}.
\label{barrier}
\end{equation}
Here $S=0$ is complete pinning and $S=1$ is none.

At fixed $D$, a thicker interlayer increases $a$, because the same charge acts over a longer dipole. An interlayer therefore strengthens pinning by states that belong to the semiconductor surface. It can weaken pinning if the states are tails of metal wave functions, which must now cross the insulator.

\subsection*{The same evanescent waves carry pinning and current}

Let the insulator band edge lie $U$ above that of the semiconductor, and let $m_i$ be its tunnelling mass. A wave at energy $B$ below the insulator band edge varies as $e^{-\kappa x}$ with $\hbar^2\kappa^2/2m_i=B$, and its density as $e^{-2\kappa x}$. States near the neutrality level have $B=U+\phi_0$; electrons passing over the semiconductor barrier have $B\simeq U$. Hence
\begin{equation}
D=D_0e^{-\gamma t},\quad \gamma=\frac{2\sqrt{2m_i(U+\phi_0)}}{\hbar},\qquad
\text{transmission}\propto e^{-\beta t},\quad \beta=\frac{2\sqrt{2m_iU}}{\hbar}.
\end{equation}
A single rate $\gamma$ is used here for all pinning states, although those nearer the Fermi level decay more slowly; the error is estimated at the end. Since the pinning states lie deeper, $\gamma>\beta$, with $\gamma/\beta=\sqrt{1+\phi_0/U}$. With $d=\delta\varepsilon_i/\varepsilon_0$ and $a_0=q^2D_0\delta/\varepsilon_0$,
\begin{equation}
a(t)=a_0\left(1+\frac td\right)e^{-\gamma t},\qquad
\frac{da}{dt}=-\Gamma a,\qquad \Gamma(t)=\gamma-\frac1{d+t}.
\label{a}
\end{equation}
The subtracted term is the lengthening dipole. Depinning begins at zero thickness if $\gamma d>1$.

\subsection*{The resistivity}

For a lightly doped semiconductor, electrons cross by thermionic emission. The flux from one ellipsoidal valley is
\begin{equation}
J_0=\frac{2q}{h^3}e^{-\phi/kT}\int_{v_x>0}v_x\,e^{-E/kT}\,d^3p .
\end{equation}
Along the principal axes put $p_i=\sqrt{m_ikT}\,s_i$, so that $E=kTs^2/2$. If $n_i$ are the components of the interface normal, $v_x=\sqrt{kT}\sum_i n_is_i/\sqrt{m_i}$. This is $\sqrt{kT\sum_i n_i^2/m_i}$ times the component $s_\parallel$ of $s$ along a fixed direction. With $\int_{s_\parallel>0}s_\parallel e^{-s^2/2}d^3s=2\pi$, and with $J_0$ from here on denoting the sum over all valleys,
\begin{equation}
J_0=A^*T^2e^{-\phi/kT},\qquad
A^*=\frac{4\pi qk^2}{h^3}\sum_{\rm valleys}\sqrt{m_1m_2m_3\sum_i\frac{n_i^2}{m_i}} .
\end{equation}
The interlayer multiplies $J_0$ by $e^{-\beta t}$, with the prefactor set to one for now. Under a small voltage $V$ the net current is $J_0(V)e^{-\beta t}(1-e^{-qV/kT})$. The bracket vanishes at $V=0$, so changes of $J_0$ with voltage do not enter the slope there, however the voltage divides between the layers. The slope is $qJ_0(0)e^{-\beta t}/kT$, and its inverse is
\begin{equation}
\rho(t)=\frac{k}{qA^*T}\exp\left[\frac{\phi(t)}{kT}+\beta t\right].
\label{rho}
\end{equation}

\subsection*{The balance}

From (\ref{barrier}), $d\phi/da=\Delta/(1+a)^2$. Using (\ref{a}),
\begin{equation}
\frac{d\ln\rho}{dt}=\beta-\frac{\Delta\,\Gamma}{kT}\frac{a}{(1+a)^2}
=\beta\,\frac{a^2-(r-2)a+1}{(1+a)^2},\qquad r=\frac{\Delta\,\Gamma}{\beta kT}.
\label{slope}
\end{equation}
The numerator vanishes at
\begin{equation}
a_\pm=\frac{r-2\pm\sqrt{r(r-4)}}2,\qquad a_+a_-=1 .
\label{roots}
\end{equation}
Because $a/(1+a)^2\le1/4$, two distinct turning points need $r>4$, or
\begin{equation}
\Delta>4kT\,\frac{\beta}{\Gamma}.
\label{threshold}
\end{equation}
For $\gamma d\gg1$, $r$ hardly varies with $t$, while $a$ falls steadily. The slope (\ref{slope}) is then positive for $a>a_+$, negative between the roots and positive again below $a_-$. The large root is a maximum of resistance and the small root is the minimum. A contact that starts with $a_0<a_-$ is too weakly pinned to gain anything.

At the minimum, (\ref{slope}) gives $\Delta a/(1+a)=(1+a)kT\beta/\Gamma$. The left side is the part of the barrier still due to pinning, so
\begin{equation}
\phi(t^*)-\phi_\infty=(1+a_-)\,kT\,\frac{\beta}{\Gamma}.
\label{leftover}
\end{equation}
This explains the optimum. Once pinning is weak, the remaining excess barrier shrinks at the rate $\Gamma$. Removing it further lowers $\ln\rho$ at the rate $\Gamma(\phi-\phi_\infty)/kT$, while tunnelling raises it at the rate $\beta$. As the two decay rates are similar, the exchange stops paying when about one $kT$ of pinned barrier is left.

The thickness follows by taking the logarithm of (\ref{a}):
\begin{equation}
t^*=\frac1\gamma\ln\left[\frac{a_0(1+t^*/d)}{a_-}\right].
\label{thickness}
\end{equation}
The right side depends weakly on $t^*$, so a few iterations suffice. A local minimum need not lie below the bare contact. The net gain is
\begin{equation}
\ln\frac{\rho(0)}{\rho(t^*)}=\frac{\phi(0)-\phi(t^*)}{kT}-\beta t^*,
\label{gain}
\end{equation}
and it must be positive as well.

\subsection*{Numbers for a germanium contact}

Take rough values in the regime of a low-work-function metal on (100) n-type germanium with an alumina-like interlayer at 300 K: $\phi_0=0.60$ eV, $\phi_\infty=0.20$ eV, $D_0=5\times10^{14}$ eV$^{-1}$cm$^{-2}$, $\delta=0.30$ nm, $\varepsilon_i=9\varepsilon_0$, $U=2.0$ eV and $m_i=0.25\,m_e$. These give $\beta=7.245$ nm$^{-1}$, $\gamma=8.261$ nm$^{-1}$, $d=2.70$ nm and $a_0=27.1$. The bare contact is strongly pinned, with $S=0.036$. If the density did not decay, 1 nm of insulator would reduce $S$ to 0.026.

The four valleys lie along $\langle111\rangle$, so each $n_i^2=1/3$. With masses $0.08\,m_e$ and $1.60\,m_e$, the valley sum is $4\sqrt{(m_t^2+2m_tm_l)/3}=1.18\,m_e$. Thus $A^*=142$ A\,cm$^{-2}$K$^{-2}$, and the prefactor in (\ref{rho}) is $2.02\times10^{-9}$ $\Omega\,$cm$^2$.

At the optimum $\Gamma=8.261-1/3.457=7.972$ nm$^{-1}$, and
\begin{align}
r&=\frac{0.40\times7.972}{7.245\times0.02585}=17.0,\qquad a_-=0.067,\\
t^*&=\frac{1}{8.261}\ln\frac{27.14\times1.280}{0.0669}=0.757\ \text{nm}.
\end{align}
Direct minimisation, with the barrier found numerically from charge balance, gives the same thickness. The barrier falls from 0.586 to 0.225 eV, leaving 25 meV of pinned barrier, as (\ref{leftover}) requires. The gain is
\begin{equation}
\ln\frac{\rho(0)}{\rho(t^*)}=13.95-5.48=8.47 .
\end{equation}
The resistivity drops by a factor of about $5\times10^3$, from 14 to $2.9\times10^{-3}$ $\Omega\,$cm$^2$ (the latter is $2.9\times10^{-7}$ $\Omega\,$m$^2$).

The threshold (\ref{threshold}) is $\Delta=0.094$ eV here. Just above it the minimum exists but is no better than the bare contact; break-even comes at 0.145 eV. Both values hold $\phi_0$ and the interlayer fixed and vary $\phi_\infty$. The maximum lies at 0.08 nm, where $\rho$ is 14\% above its bare value. That is less than an atomic spacing, so it is a feature of the continuum model and not a prediction.

How closely must the thickness be controlled? Differentiating (\ref{slope}) at the minimum, with $\Gamma$ held constant, gives
\begin{equation}
\frac{d^2\ln\rho}{dt^2}=\beta\,\Gamma\,\frac{1-a_-}{1+a_-}\simeq 51\ \text{nm}^{-2}.
\end{equation}
To second order, an error of 0.1 nm raises $\ln\rho$ by $\tfrac12\times51\times0.01\simeq0.25$, or $\rho$ by nearly 30\%. The minimum is lopsided, because $\Gamma\times0.1$ nm is not small: in the full expression $\rho$ rises by 36\% if the layer is 0.1 nm too thin and by 23\% if it is 0.1 nm too thick, and by factors of 4 and 2 for errors of 0.2 nm. The optimum is only a few atomic layers thick, so this matters.

\subsection*{A lower insulator barrier}

Lowering $U$ slows both decays, but it slows the current's decay more, because $\gamma/\beta=\sqrt{1+\phi_0/U}$ rises. With $U=0.5$ eV and all else fixed, $\beta=3.62$ and $\gamma=5.37$ nm$^{-1}$. The optimum moves to 1.24 nm and the gain factor rises to $1.6\times10^4$. Letting each gap state decay at its own rate reduces this factor to 9400, still well above the 3800 found in the same way for $U=2.0$ eV. In this model a small conduction-band offset is therefore preferable, provided that the insulator's own bulk resistance stays negligible.

\subsection*{Heavy doping}

Let the semiconductor have donor density $N$, permittivity $\varepsilon_s$ and tunnelling mass $m$. Electrons can now tunnel through its depletion layer, a parabolic barrier of height $V$ above the bulk band edge and width $W=\sqrt{2\varepsilon_sV/q^2N}$. With $y=1-x/W$, the exponent of the semiclassical transmission $e^{-G}$ at energy $E<V$ is
\begin{align}
G(E)&=\frac{2W\sqrt{2mV}}{\hbar}\int_{\sqrt{E/V}}^1\sqrt{y^2-\frac EV}\,dy\\
&=\frac1{E_{00}}\left[\sqrt{V(V-E)}-E\,\operatorname{arcosh}\sqrt{\frac VE}\right],\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon_s}} .
\end{align}
Its derivative is $-\operatorname{arcosh}\sqrt{V/E}/E_{00}$. For Boltzmann statistics the current peaks where $G+E/kT$ is least, at $E=V/\cosh^2(E_{00}/kT)$. Inserting this energy cancels the terms proportional to $E$ and leaves
\begin{equation}
G+\frac E{kT}=\frac{V}{E_0},\qquad E_0=E_{00}\coth\frac{E_{00}}{kT}.
\end{equation}
So $E_0>kT$ replaces $kT$ as the energy that measures what a lower barrier is worth. At $N=10^{19}$ cm$^{-3}$, with $\varepsilon_s=16\varepsilon_0$ and $m=0.117\,m_e$, $1/E_0=21.7$ eV$^{-1}$; integrating the current over energy with Fermi statistics gives a sensitivity $d\ln\rho/d\phi$ of 20.4 eV$^{-1}$.

Depletion charge acts the other way. Its positive charge $Q_d$ per area adds $-qQ_d(\delta/\varepsilon_0+t/\varepsilon_i)$ to the charge balance. Solving for $\phi$ multiplies this term by $S$, so the lowering is suppressed in a pinned contact and released by depinning. With both effects included, and with electrons below the barrier top meeting a correspondingly higher insulator barrier:
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & best $t$ (nm) & gain factor & best $\rho$ ($\Omega\,$cm$^2$)\\
$10^{16}$ & 0.75 & $4.6\times10^3$ & $1.9\times10^{-3}$\\
$10^{18}$ & 0.71 & $8.9\times10^3$ & $3.5\times10^{-5}$\\
$10^{19}$ & 0.58 & $1.6\times10^2$ & $3.8\times10^{-7}$\\
$10^{20}$ & 0.35 & 1.4 & $8.1\times10^{-9}$
\end{tabular}
\end{center}
The gain first rises and then collapses. The rise is due to the depletion term: without it the four gain factors would be about 3800, 800, 6 and less than 1. From $10^{18}$ cm$^{-3}$ upward the best barrier lies below $\phi_\infty$ (0.16, 0.08 and 0.04 eV), so (\ref{leftover}) no longer describes the optimum. At $10^{19}$ cm$^{-3}$ the band bending there is only about 0.09 eV, a few $kT$, where the abrupt depletion charge is a rough estimate. The table uses the single rate $\gamma$ and omits image-force lowering, which is greatest in the bare contact. If each gap state decays at its own rate and an approximate image potential $-q^2/[16\pi\varepsilon_s(x+t\varepsilon_s/\varepsilon_i)]$ is added in the semiconductor, the four gain factors become about 3000, 4500, 90 and 1. The trend survives, but no benefit is left at the highest doping. At $10^{20}$ cm$^{-3}$ the sensitivity to barrier height has dropped to 6.7 eV$^{-1}$, and the calculated gain of 1.4 is too small to be trusted. The semiclassical transmission is crude near the barrier top, and the large depletion field makes the result depend on the assumed dipole gap.

\subsection*{Beside real contacts}

Metals on n-type germanium do show strong pinning, with barriers of roughly 0.5 to 0.6 eV, so the bare barrier here is typical. The clean interface is not. A density of non-decaying traps of $10^{12}$ eV$^{-1}$cm$^{-2}$ reduces the gain factor from 4800 to 2000, and $10^{13}$ reduces it to 26, with the optimum at 0.60 nm. Transistor source and drain contacts are also doped far more heavily than the light-doping example, commonly near or above $10^{19}$ cm$^{-3}$, where the table shows much less to gain. The factor of 5000 should not be carried over to them. Nor does a measured drop in resistance prove that this mechanism is at work: an interlayer can also passivate surface bonds or add a fixed dipole, and the model contains neither.

Further estimates, each made separately at light doping, are:
\begin{itemize}
\item Letting each gap state between the neutrality level and the Fermi level decay at the rate set by its own energy moves the optimum to 0.78 nm and lowers the gain factor to 3800.
\item Two-band dispersion with a 6.5 eV insulator gap multiplies each decay rate by $\sqrt{1-B/6.5\ \text{eV}}$. The optimum becomes 0.97 nm and the gain factor 3000.
\item One-dimensional wave matching, with a metal band 5 eV deep, confirms the two decay rates to within 1\%. It also supplies the prefactors that were set to one: at $t^*$, relative to the bare contact, the current is $2.3\,e^{-\beta t^*}$ and the gap-state density $0.91\,e^{-\gamma t^*}$.
\item Image-force lowering in the bare contact at $10^{16}$ cm$^{-3}$ is 17 meV, less than $kT$. It grows with doping and reaches about 0.10 eV at $10^{19}$ cm$^{-3}$, where it cannot be neglected.
\item The equilibrium field in the interlayer is 0.07 MV/cm, far below the several MV/cm at which good oxides break down.
\item At 400 K, with the barriers held fixed, the gain factor is 150, since a given barrier reduction is worth less.
\end{itemize}

One assumption matters more than all of these. Germanium's conduction valleys carry a large momentum $\hbar k_\parallel$ parallel to a (100) interface. The model supposes that a disordered insulator lets electrons shed it. If it were conserved, $\kappa^2$ for the current would gain a term $k_\parallel^2$. With a lattice constant of 0.566 nm, $k_\parallel=\sqrt2\,\pi/(0.566\ \text{nm})=7.85$ nm$^{-1}$, which raises $\beta$ to 17.3 nm$^{-1}$. With $\gamma$ unchanged and only these four valleys counted, the gain factor at light doping would then be only about 5, at 0.62 nm. The higher $\Gamma$ valley and the two $\Delta$ valleys along the normal carry no parallel momentum, but they lie 0.14 to 0.2 eV higher and raise this factor only to about 6 or 7. The large gain calculated here therefore depends on electrons losing their parallel momentum in the interlayer.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV
phi_cnl = 0.60 eV, phi_free = 0.20 eV, Delta = 0.40 eV
gap-state density D0 = 5.0e+14 /(eV cm2)
dipole gap = 0.30 nm, eps_ins = 9.0, d = 2.70 nm
insulator offset = 2.00 eV, mass = 0.25 m_e
semiconductor eps = 16, m_t = 0.08, m_l = 1.60 m_e
tunnel mass = 0.1171 m_e, Richardson mass = 1.183 m_e
beta = 7.245 /nm, gamma = 8.261 /nm, ratio = 0.877
wave-matching rates: current 7.193, gap states 8.262 /nm
gamma*d = 22.30, a0 = 27.14, S0 = 0.0355
fixed surface states: S = 0.0355 at 0 nm, 0.0262 at 1 nm
Richardson constant = 142.2 A/(cm2 K2)
resistivity prefactor = 2.021e-09 ohm cm2
optimum thickness = 0.7570 nm (direct search 0.7570 nm)
at optimum: r = 17.024, a = 0.0669, S = 0.9373
barrier: bare 0.5858 eV, optimum 0.2251 eV
pinning part left = 25.07 meV, kT*beta/gamma = 22.67 meV
barrier gain exponent = 13.953, tunnel cost = 5.485
log gain = 8.469, gain factor = 4.763e+03
rho bare = 1.400e+01 ohm cm2, rho optimum = 2.940e-03 ohm cm2
maximum: t = 0.0768 nm, a = 14.80, rho rises by factor 1.135
smallest Delta for a minimum = 0.0944 eV; turning points 0 below, 2 above
break-even Delta = 0.1449 eV
offset 0.5 eV: beta = 3.623, gamma = 5.373 /nm
offset 0.5 eV: t = 1.241 nm, gain factor = 1.608e+04
traps 1e+12 /(eV cm2): t = 0.734 nm, gain factor = 1.989e+03
traps 1e+13 /(eV cm2): t = 0.598 nm, gain factor = 2.632e+01
two-band insulator, gap 6.5 eV: t = 0.972 nm, gain factor = 2.994e+03
400 K: t = 0.715 nm, gain factor = 1.514e+02
matching prefactors: gap states 0.908, current 2.287
interlayer field at optimum = 0.073 MV/cm
image lowering, bare contact, 1e16 cm-3 = 16.5 meV
at 1e19 cm-3: E00 = 42.9 meV, E0 = 46.1 meV, 1/E0 = 21.68 /eV
doping 1e+16 cm-3: t = 0.745 nm, gain = 4.601e+03, dln(rho)/dphi = 38.20 /eV
   rho bare = 8.697e+00, best = 1.890e-03 ohm cm2
doping 1e+18 cm-3: t = 0.710 nm, gain = 8.908e+03, dln(rho)/dphi = 34.31 /eV
   rho bare = 3.095e-01, best = 3.474e-05 ohm cm2
doping 1e+19 cm-3: t = 0.575 nm, gain = 1.563e+02, dln(rho)/dphi = 20.36 /eV
   rho bare = 5.888e-05, best = 3.768e-07 ohm cm2
doping 1e+20 cm-3: t = 0.350 nm, gain = 1.424e+00, dln(rho)/dphi = 6.68 /eV
   rho bare = 1.151e-08, best = 8.084e-09 ohm cm2
\end{verbatim}
